# Orthogonalizing a one-projector ultrasoft lattice model: spectrum, kinetic terms, orbital hardness

**Question**

I am trying to understand the overlap operator of ultrasoft pseudopotentials on a toy model: a ring of 60 sites with nearest-neighbour hopping \(t\), and one normalized projector \(\beta\) with amplitudes \((1,2,1)/\sqrt6\) on three adjacent sites. With \(P=|\beta\rangle\langle\beta|\), the problem is

\[
H\psi=\varepsilon S\psi,\qquad H=T+DP,\qquad S=1+qP,
\]

where \(T\) is the hopping kinetic energy with its band bottom at zero, \(q=3\) and \(D=-5.8\,t\).

I want an ordinary eigenvalue problem, so I tried to pass to \(S^{-1/2}HS^{-1/2}\). My reasoning was that \(S\) differs from 1 only along \(\beta\), so only the projector term should change, from \(D\) to \(D/(1+q)\). But the lowest level of \(T+\frac{D}{1+q}P\) is \(-1.013\,t\), while the generalized problem gives \(-1.333\,t\).

What is the correct transformed Hamiltonian, and why must it have the same spectrum? I have also been told that the orthogonalized orbitals are "harder" than the original ones. Can that be proved here, and does it hold for every \(q\) and \(D\)?

**Answer**

Your replacement of \(D\) is right. What is missing is that \(T\) does not commute with \(P\), so the kinetic operator changes too. The hardening can be proved for \(q>0\) and \(D<0\), and it can fail outside those conditions.

I set \(t=1\) in formulas. The kinetic operator acts as \((T\psi)_j=2\psi_j-\psi_{j+1}-\psi_{j-1}\). Its eigenvectors are plane waves with energies \(w_k=2-2\cos k\ge0\). The projector is real, and orbitals are normalized by \(\langle\psi|S|\psi\rangle=1\).

**The square roots and the spectrum**

Because \(\langle\beta|\beta\rangle=1\), we have \(P^2=P\). The operator \(S\) multiplies \(\beta\) by \(1+q\) and leaves every vector orthogonal to \(\beta\) alone. It is positive if \(q>-1\), which I assume. Its powers \(S^{\pm1/2}\) multiply \(\beta\) by \((1+q)^{\pm1/2}\) and again leave the complement alone, so

\[
S^{1/2}=1+sP,\quad s=\sqrt{1+q}-1,\qquad
S^{-1/2}=1+cP,\quad c=\frac1{\sqrt{1+q}}-1 .
\]

For \(q=3\) these give \(s=1\) and \(c=-1/2\).

Define \(\varphi=S^{1/2}\psi\), so that \(\psi=S^{-1/2}\varphi\). Insert this in \(H\psi=\varepsilon S\psi\) and multiply from the left by \(S^{-1/2}\):

\[
S^{-1/2}HS^{-1/2}\varphi=\varepsilon\,S^{-1/2}S\,S^{-1/2}\varphi=\varepsilon\varphi .
\]

Every generalized eigenvector thus gives an ordinary eigenvector of \(H'=S^{-1/2}HS^{-1/2}\) with the same \(\varepsilon\). Since \(S^{1/2}\) is invertible, the steps can be reversed, and linearly independent vectors stay independent. No level is lost, added or changed in multiplicity. Moreover \(\langle\varphi_m|\varphi_n\rangle=\langle\psi_m|S|\psi_n\rangle\), so \(S\)-orthonormal orbitals become orthonormal in the ordinary sense.

**The kinetic operator**

The projector term transforms as you expected. Since \((1+cP)P=(1+c)P\),

\[
(1+cP)\,DP\,(1+cP)=(1+c)^2DP=\frac{D}{1+q}P .
\]

For the kinetic term define \(\tau=T\beta\) and \(\kappa=\langle\beta|T|\beta\rangle\). Then \(PT=|\beta\rangle\langle\tau|\), \(TP=|\tau\rangle\langle\beta|\) and \(PTP=\kappa P\), so that

\[
T'=(1+cP)T(1+cP)=T+c\big(|\beta\rangle\langle\tau|+|\tau\rangle\langle\beta|\big)+c^2\kappa P .
\]

The complete transformed Hamiltonian is \(H'=T'+\frac{D}{1+q}P\). The terms after \(T\) are the ones you left out. For your projector,

\[
\tau=\frac{(-1,0,2,0,-1)}{\sqrt6},\qquad
\kappa=\frac{1\cdot0+2\cdot2+1\cdot0}{6}=\frac23 .
\]

The vector \(\tau\) is nonzero two sites away from the centre, so the new terms reach beyond the three sites of \(\beta\).

In plane waves the added part \(\Delta T=T'-T\) follows from \(\tau_k=w_k\beta_k\):

\[
(\Delta T)_{kk'}=\beta_k\beta_{k'}^*\left[c\,(w_k+w_{k'})+c^2\kappa\right].
\]

It couples different wave vectors, so \(T'\) is no longer diagonal in \(k\).

To see its size, split \(\tau=\kappa\beta+\sigma\eta\), where \(\eta\) is a unit vector orthogonal to \(\beta\) and \(\sigma^2=\langle\tau|\tau\rangle-\kappa^2\). Then

\[
\Delta T=(2c+c^2)\kappa P+c\sigma\big(|\beta\rangle\langle\eta|+|\eta\rangle\langle\beta|\big).
\]

The first coefficient simplifies through \(2c+c^2=(1+c)^2-1=\frac1{1+q}-1=-\frac q{1+q}\). With \(g=\frac{q\kappa}{2(1+q)}\), the matrix of \(\Delta T\) in the basis \((\beta,\eta)\) is

\[
\begin{pmatrix}-2g&c\sigma\\ c\sigma&0\end{pmatrix},
\qquad \mu^2+2g\mu-c^2\sigma^2=0,\qquad
\mu_\pm=-g\pm\sqrt{g^2+c^2\sigma^2}.
\]

If \(q\ne0\) and \(\sigma\ne0\), the product of the two roots is \(-c^2\sigma^2<0\), so one is positive and one negative. The added part is therefore neither purely attractive nor purely repulsive. If \(\sigma=0\), then \(\beta\) is an eigenvector of \(T\), and only the term \(-\frac{q\kappa}{1+q}P\) remains, which vanishes as well when \(\kappa=0\).

In your example \(\langle\tau|\tau\rangle=(1+4+1)/6=1\), so \(\sigma^2=1-4/9=5/9\), and \(g=3\cdot\frac23/8=1/4\). Thus

\[
\mu_\pm=-0.25\pm\sqrt{0.0625+0.25\times0.5556}=0.199\,t,\ -0.699\,t .
\]

These are not small on the scale of the hopping. Omitting them moves your lowest level from \(-1.333\,t\) to \(-1.013\,t\), an error of \(0.320\,t\), or 24% of the correct binding energy.

**What "harder" means**

The expectation value of the kinetic term of \(H\) (a quantity of the model, taken on the smooth orbital, not an all-electron kinetic energy) is the same in both representations, because \(\langle\psi|T|\psi\rangle=\langle\varphi|T'|\varphi\rangle\). Hardness must therefore refer to the shape of the orbital, measured with the same bare \(T\) and with the norm divided out:

\[
K_\psi=\frac{\langle\psi|T|\psi\rangle}{\langle\psi|\psi\rangle},\qquad
K_\varphi=\frac{\langle\varphi|T|\varphi\rangle}{\langle\varphi|\varphi\rangle}.
\]

\(K\) is the mean of \(w_k\) over the plane-wave weights of the orbital. A larger mean does not by itself guarantee more weight above a given cutoff.

Let \(b=\langle\beta|\psi\rangle\). The generalized equation reads \(T\psi+Db\beta=\varepsilon\psi+\varepsilon qb\beta\), or

\[
(T-\varepsilon)\psi=\lambda b\beta,\qquad \lambda=q\varepsilon-D .
\]

The transformed orbital is \(\varphi=(1+sP)\psi=\psi+sb\beta\). If \(\lambda\ne0\), substitute \(b\beta=(T-\varepsilon)\psi/\lambda\):

\[
\varphi=r(T)\psi,\qquad r(w)=1+\frac{s}{\lambda}(w-\varepsilon).
\]

In plane waves this is \(\varphi_k=r(w_k)\psi_k\). The transformation acts on each eigenorbital as a filter that is linear in the kinetic energy. The filter differs from orbital to orbital through \(\varepsilon\).

**Proof of hardening for \(q>0\) and \(D<0\)**

If \(b=0\), then \(\varphi=\psi\) and nothing changes. Take \(b\ne0\), and assume that \(\beta\) is not an eigenvector of \(T\). I first show that \(r\) is positive and increasing on \(w\ge0\). Note that \(s=q/(\sqrt{1+q}+1)\), so \(0<s<q\).

- For \(\varepsilon\ge0\), \(\lambda=q\varepsilon+|D|>q\varepsilon\ge s\varepsilon\). Hence \(\lambda>0\), \(r\) increases, and its smallest value satisfies \(r(0)=1-s\varepsilon/\lambda>0\).
- For \(\varepsilon<0\), the operator \(T-\varepsilon\) is positive and invertible, so \(\psi=\lambda b(T-\varepsilon)^{-1}\beta\). Projecting on \(\beta\) and dividing by \(b\) gives
\[
1=\lambda G,\qquad G=\langle\beta|(T-\varepsilon)^{-1}|\beta\rangle>0 .
\]
Hence \(\lambda>0\). Since \(w-\varepsilon>0\), \(r(w)>1\), and \(r\) increases.

Now let \(p_k=|\psi_k|^2/\langle\psi|\psi\rangle\), and let \(\langle\cdot\rangle\) without a state inside denote the average with these weights. Then \(K_\psi=\langle w\rangle\) and \(K_\varphi=\langle r^2w\rangle/\langle r^2\rangle\), so

\[
K_\varphi-K_\psi=\frac{\langle r^2w\rangle-\langle r^2\rangle\langle w\rangle}{\langle r^2\rangle}
=\frac{1}{2\langle r^2\rangle}\sum_{k,k'}p_kp_{k'}\big(r_k^2-r_{k'}^2\big)(w_k-w_{k'}) .
\]

Multiplying out the double sum gives twice the covariance, which explains the factor \(1/2\). Because \(r\) is positive and increasing, \(r^2\) increases as well. The two brackets then have the same sign, and no term is negative. The same argument holds with \(w\) replaced by a step function at any cutoff, so under these conditions the relative weight above a cutoff cannot fall either.

The result could be zero only if \(\psi\) contained a single kinetic energy \(w_0\). Then \((w_0-\varepsilon)\psi=\lambda b\beta\). The right side is not zero, so \(\beta\) would be proportional to \(\psi\) and would be an eigenvector of \(T\), which was excluded. Therefore \(K_\varphi>K_\psi\) for every orbital with \(b\ne0\), bound or in the band.

The sign condition on \(D\) depends on the energy zero. Shifting all levels by \(\mu\) means replacing \(H\) by \(H+\mu S\), which changes \(D\) to \(D+q\mu\). The condition \(D<0\) applies with the band bottom at zero, as in your model.

**The bound state worked out**

Solve \((T-\varepsilon)f=\delta_{j0}\) on a long chain with \(f_j=a\,x^{|j|}\), \(0<x<1\). Away from the source, \(2-\varepsilon=x+1/x\), hence \(\varepsilon=2-x-1/x\). At the source, \(a(2-\varepsilon-2x)=a(1/x-x)=1\), hence \(a=x/(1-x^2)\).

The products \(\beta_i\beta_j\), multiplied by 6, sum to 6 at distance zero, 8 at distance one and 2 at distance two. Thus

\[
G=\frac{x}{1-x^2}\,\frac{6+8x+2x^2}{6}
=\frac{x}{1-x^2}\,\frac{(1+x)(3+x)}{3}
=\frac{x(x+3)}{3(1-x)} .
\]

At \(x=1/3\) the energy is \(\varepsilon=2-\frac13-3=-\frac43\), so \(\lambda=3(-\frac43)+5.8=1.8\), and \(G=\frac{10/9}{2}=\frac59\). The condition \(\lambda G=1\) is satisfied. There is no second bound state: for \(\varepsilon<0\) and \(\lambda>0\), both factors are positive and increase with \(\varepsilon\), so their product reaches 1 only once. On 60 sites the images around the ring enter at order \(x^{60}\), which is negligible.

The norm of \(\psi\) needs \(G'=dG/d\varepsilon=\langle\beta|(T-\varepsilon)^{-2}|\beta\rangle\). From

\[
\frac{dG}{dx}=\frac{(2x+3)(1-x)+x^2+3x}{3(1-x)^2}=\frac{(3-x)(1+x)}{3(1-x)^2},
\qquad \frac{d\varepsilon}{dx}=\frac{1-x^2}{x^2},
\]

division gives \(G'=\frac{x^2(3-x)}{3(1-x)^3}=\frac13\) at \(x=1/3\).

Since \(\psi=\lambda b(T-\varepsilon)^{-1}\beta\), we have \(\langle\psi|\psi\rangle=\lambda^2b^2G'\). The normalization \(\langle\psi|\psi\rangle+qb^2=1\) then yields

\[
b^2=\frac1{\lambda^2G'+q}=\frac1{1.08+3}=0.2451,\qquad
\langle\psi|\psi\rangle=1.08\,b^2=0.2647 .
\]

For the kinetic energy write \(T=(T-\varepsilon)+\varepsilon\):

\[
\langle\psi|T|\psi\rangle=\lambda^2b^2(G+\varepsilon G')
=3.24\left(\tfrac59-\tfrac49\right)b^2=0.36\,b^2=0.0882\,t .
\]

Dividing by the norm gives \(K_\psi=0.36/1.08=0.333\,t\).

For \(\varphi=\psi+sb\beta\) the cross term follows from \(T\psi=\varepsilon\psi+\lambda b\beta\), which gives \(\langle\beta|T|\psi\rangle=(\varepsilon+\lambda)b\). Hence, with \(\langle\varphi|\varphi\rangle=1\),

\[
K_\varphi=b^2\left[0.36+2s(\varepsilon+\lambda)+s^2\kappa\right]
=b^2\,[0.36+0.9333+0.6667]=0.480\,t .
\]

The hardness rises by a factor of 1.44. The filter shows why: \(r=1.74\) at \(w=0\), and \(r=3.96\) at the top of the band, \(w=4\,t\).

The change is also visible on the sites:

| distance from centre | 0 | 1 | 2 | 3 |
|---|---|---|---|---|
| \(\psi\) | 0.364 | 0.243 | 0.081 | 0.027 |
| \(\varphi\) | 0.768 | 0.445 | 0.081 | 0.027 |

Outside the three projector sites the two orbitals coincide, because \(\varphi-\psi=sb\beta\). Inside, the missing norm is put back in the shape of \(\beta\). The ratio of neighbour to centre drops from 0.667 to 0.579, so the peak becomes sharper.

**Where the extra kinetic energy goes**

The bare kinetic expectation value is \(0.480\,t\) in \(\varphi\), but the kinetic term of \(H\) contributes only \(\langle\psi|T|\psi\rangle=0.088\,t\) to the energy. The added projector terms supply the difference:

\[
\langle\varphi|\Delta T|\varphi\rangle=0.0882-0.4804=-0.392\,t .
\]

The negative sign is general for the orbitals covered by the proof. There \(\langle\psi|\psi\rangle=1-qb^2<1\), so \(\langle\psi|T|\psi\rangle=\langle\psi|\psi\rangle K_\psi<K_\psi<K_\varphi\). The cancellation thus contains both the change of norm and the change of shape.

The projector energy is also preserved. From \(\langle\beta|\varphi\rangle=\sqrt{1+q}\,b\) one gets \(\frac{D}{1+q}\langle\beta|\varphi\rangle^2=Db^2=-1.4216\,t\). The total is \(0.0882-1.4216=-1.3333\,t\), as required.

**When the orbitals do not harden**

For \(-1<q<0\), \(s\) is negative. An orbital bound below the band (\(\varepsilon<0\)) still has \(\lambda=1/G>0\), so \(r\) now decreases with \(w\). If \(r\) stays positive up to the band top, the covariance is negative and the orbital softens. A level split off above the band top behaves differently: there \(T-\varepsilon\) is negative, so \(G<0\) and \(\lambda<0\), and \(r\) increases with \(w\). Here \(r<1\) throughout the band, so hardening follows only if \(r(0)=1-s\varepsilon/\lambda\) is still positive. With \(q=-0.9\) and \(D=-0.1\,t\) such a level lies at \(6.80\,t\), \(r(0)\approx0.23\), and its hardness rises from \(0.922\,t\) to \(1.523\,t\). If \(r(0)<0\), \(r^2\) need not be monotonic and the orbital can soften: for a single-site projector with \(q=-0.999\) and \(D=-3.1\,t\), the level at \(4.36\,t\) loses \(0.51\,t\) of hardness.

With \(q=-0.3\) and \(D=-5.8\,t\), the bound energy is \(-7.421\,t\). This gives \(s=-0.163\), \(\lambda=8.03\,t\) and \(r(4)=1-0.163\times11.42/8.03\approx0.77\), so the condition holds. The hardness falls from \(0.551\,t\) to \(0.530\,t\).

A repulsive coefficient can also reverse the effect. For \(q=3\) and \(D=+5.8\,t\), \(\lambda=3\varepsilon-5.8\) is negative below \(\varepsilon\approx1.93\,t\), and \(r\) then decreases. It remains positive up to \(w=4\,t\) if \(4-\varepsilon<5.8-3\varepsilon\), that is, if \(\varepsilon<0.9\,t\). Coupled orbitals below that energy must soften.

The zero of \(r\) lies at \(w=\varepsilon-\lambda/s=5.8-2\varepsilon\). Above \(\varepsilon=2.9\,t\) it is below the band bottom and \(\lambda>0\), so \(r\) is positive and increasing and coupled orbitals harden. For \(0.9\,t<\varepsilon<2.9\,t\), \(r\) changes sign inside the band. Its square is then not monotonic, and this argument does not decide the outcome. Numerically, 16 of the 30 coupled orbitals soften and 14 harden. With your \(D=-5.8\,t\), all 30 harden, in agreement with the proof.

**With a local potential**

If \(H\) also contains a local potential \(V\), the spectrum argument is unchanged. The expansion of \(T'\) used no property of \(T\) except that it is Hermitian, so \(V\) acquires projector terms of the same form, with \(V\beta\) in place of \(T\beta\). The filter becomes \(r(T+V)\), and the proof then concerns the mean of \(T+V\), with energies measured from the lowest eigenvalue \(E_0\) of \(T+V\), so that the condition \(D<0\) becomes \(D-qE_0<0\). It no longer guarantees that the mean of \(T\) alone rises. The filter also relies on there being a single projector. With several projectors, as in a real ultrasoft pseudopotential, the spectrum argument still holds for any positive \(S\), but \(\varphi-\psi\) need not be proportional to \((T-\varepsilon)\psi\), and the hardening proof given here does not cover that case.

The numerical check checks the operator formulas against matrix square roots, and the hardening theorem on randomly chosen projectors and parameters.

## Table of computed values

```
Energies in units of the hopping t; other numbers dimensionless
sites N = 60, q = 3.0, D = -5.8 t
beta on its three sites = [0.408248 0.816497 0.408248]
s = 1.000000, c = -0.500000
kappa = <beta|T|beta> = 0.666667 t
tau = T beta, five central sites (t) = [-0.408248  0.        0.816497  0.       -0.408248]
sigma^2 = 0.555556 t^2
transformed projector strength D/(1+q) = -1.450000 t
coefficient c^2 kappa = 0.166667 t
eigenvalues of added kinetic part = -0.698764, 0.198764 t
largest spectrum difference = 3.6e-15 t
bound state: x = 0.333333, energy = -1.333333 t
lambda = 1.800000 t, G = 0.555556 /t, G' = 0.333333 /t^2
b^2 = 0.245098, b = 0.495074
ordinary norm <psi|psi> = 0.264706, <phi|phi> = 1.000000
psi at distance 0,1,2,3 = [0.363803 0.242536 0.080845 0.026948]
phi at distance 0,1,2,3 = [0.768029 0.444649 0.080845 0.026948]
neighbour/centre ratio: psi 0.666667, phi 0.578947
filter r at kinetic energy 0 t = 1.740741
filter r at kinetic energy 2 t = 2.851852
filter r at kinetic energy 4 t = 3.962963
hardness K_psi = 0.333333 t, K_phi = 0.480392 t, ratio = 1.441176
physical kinetic energy <psi|T|psi> = 0.088235 t
expectation of added kinetic part in phi = -0.392157 t
projector energy D b^2 = -1.421569 t
lowest level if added kinetic part is dropped = -1.013249 t
coupled orbitals in example = 30, hardened = 30
random sweep: models = 200, coupled orbitals = 2569, smallest rise = 1.7e-06 t
q = -0.3, D = -5.8 t: bound energy = -7.420904 t, K_psi = 0.550909 t, K_phi = 0.530108 t
q = 3.0, D = 5.8 t: coupled = 30, softened = 16, hardened = 14
```
